The Koster-Slater Bound State and Its Weight on the Impurity Site

**1. Result**

A crystal with one-particle Hamiltonian H0 is changed on a single site, called 0:

H = H0 + U |0><0|, U real and nonzero.

Let E be a real energy outside the spectrum of H0, and define the site Green function of the unperturbed crystal,

G0(E) = <0|(E − H0)⁻¹|0>.

Then H has an eigenvalue E_b outside the spectrum of H0 if and only if

1 = U G0(E_b). (1)

The normalized eigenstate |ψ> is unique up to a phase, and its weight on the impurity site is

Z = |<0|ψ>|² = −1/[U² G0′(E_b)] = dE_b/dU, 0 < Z ≤ 1. (2)

The prime denotes d/dE. The same Z is the residue of the perturbed site Green function at its pole E_b.

The site states are orthonormal, H0 is Hermitian, and U changes one diagonal element and nothing else. Equation (1) is a condition on a level; whether it has a solution depends on the host and on U.

**2. The bound-state equation**

Write ψ₀ = <0|ψ>. The eigenvalue equation (E − H)|ψ> = 0 becomes

(E − H0)|ψ> = U ψ₀ |0>.

Because E is outside the spectrum of H0, the operator E − H0 has a bounded inverse, so

|ψ> = U ψ₀ (E − H0)⁻¹|0>. (3)

If ψ₀ were zero, the whole state would vanish. A new bound state therefore has a nonzero amplitude on the impurity. Projecting (3) on <0| gives ψ₀ = U G0(E) ψ₀, and division by ψ₀ gives (1).

Conversely, suppose that 1 = U G0(E), and put |φ> = (E − H0)⁻¹|0>. This vector is nonzero and normalizable. It satisfies

(E − H0)|φ> = |0>, U|0><0|φ> = U G0(E)|0> = |0>.

Subtraction gives (E − H)|φ> = 0, so E is an eigenvalue. Equation (3) also shows that every eigenstate at this energy is a multiple of |φ>, which proves uniqueness.

Eigenstates of H0 that vanish on site 0 do not feel U and remain eigenstates of H. Their energies belong to the spectrum of H0, so they lie outside the range in which (1) was derived. Such a state gives G0 no pole, so G0 can stay finite at its energy, and 1 = U G0 can then hold there for a particular U. In that case a new level coincides with the unaffected one, and the eigenstate at that energy is no longer unique.

**3. The weight from normalization**

The norm of (3) is

1 = U² |ψ₀|² <0|(E_b − H0)⁻²|0>. (4)

The matrix element is a derivative of G0. For a small real h,

(E + h − H0)⁻¹ − (E − H0)⁻¹ = −h (E + h − H0)⁻¹(E − H0)⁻¹,

as multiplication by both denominators confirms. Dividing by h and letting h → 0 gives

G0′(E) = −<0|(E − H0)⁻²|0> < 0. (5)

Inserting this in (4) gives |ψ₀|² = −1/[U² G0′(E_b)]. The minus sign makes the weight positive, since G0 decreases with energy.

With ρ(ε) the unperturbed density of states on site 0, normalized to one, the same result reads

Z = 1 / [U² ∫ ρ(ε) dε/(E_b − ε)²].

The upper bound follows from the Cauchy-Schwarz inequality, G0² ≤ <0|(E − H0)⁻²|0> = −G0′. Since 1/U = G0(E_b), we have Z = G0²/(−G0′) ≤ 1. Equality requires (E_b − H0)⁻¹|0> to be proportional to |0>, which means that the site is decoupled from the rest of the crystal.

**4. The same weight as a residue and as a slope**

Let G(z) = <0|(z − H)⁻¹|0>. The identity

(z − H)⁻¹ = (z − H0)⁻¹ + (z − H0)⁻¹ U|0><0| (z − H)⁻¹

gives G = G0 + G0 U G on site 0, hence

G(z) = G0(z)/[1 − U G0(z)]. (6)

Near E_b the denominator is −U G0′(E_b)(z − E_b) to first order, and the numerator is G0(E_b) = 1/U. The residue is therefore

(1/U)/[−U G0′(E_b)] = −1/[U² G0′(E_b)].

In the eigenstates of H, the pole of G at E_b has the residue |<0|ψ>|², so the two definitions of Z agree.

Now let U vary. Differentiating G0(E_b(U)) = 1/U gives

G0′(E_b) dE_b/dU = −1/U²,

so dE_b/dU = Z. This is the Hellmann-Feynman theorem for the perturbation U|0><0|. A level with little impurity weight responds weakly to a change of the impurity potential.

**5. Existence, pinning and large U**

Take an open energy interval free of H0 spectrum. By (5), G0 falls monotonically across it, so it equals 1/U at most once: there is at most one new level per gap. The level exists if 1/U lies between the limits of G0 at the two edges.

Suppose that G0 vanishes at an energy E* inside the gap. For large |U| the right side of G0 = 1/U is small, and linearization about E* gives

E_b ≈ E* + 1/[U G0′(E*)], Z ≈ −1/[U² G0′(E*)]. (7)

The level is pinned at E*, and its impurity weight falls as 1/U². To see what E* means, consider |φ> = (E* − H0)⁻¹|0>. It has <0|φ> = G0(E*) = 0, and it obeys the unperturbed eigenvalue equation on every site except 0. It is a bound state of the crystal with site 0 removed, that is, a vacancy state. When G0 has such a zero, a very strong perturbation expels the gap state from the impurity and leaves it on the surrounding host. Without a zero in the gap, a very strong perturbation gives either no level there or one that approaches a band edge.

The level beyond the outer edge of a bounded spectrum behaves differently. Let h = <0|H0|0> and m = <0|H0²|0>. At large |E|,

G0 = (1/E)(1 + h/E + m/E² + …),
−G0′ = (1/E²)(1 + 2h/E + 3m/E² + …).

Squaring the first series gives G0² = (1/E²)[1 + 2h/E + (h² + 2m)/E² + …]. The ratio is

Z = G0²/(−G0′) ≈ 1 − (m − h²)/E².

This state becomes concentrated on the impurity. For the same large U, one state can thus sit almost wholly on the impurity while another lies in the gap with almost no weight there.

**6. A chain with a gap**

Take a chain of cells j, each with sites A_j and B_j at energy zero. The hopping element is −t1 between A_j and B_j, and −t2 between B_j and A_(j+1), with t1 > t2 > 0. The impurity is at A_0. This is a model, not a particular material.

For wave number k per cell, the off-diagonal Bloch element is f = −(t1 + t2 e^(−ik)). Inverting the 2×2 matrix E − H_k gives the AA element E/(E² − |f|²), so

G0(E) = (1/2π) ∫ dk E/(P − Q cos k), k from −π to π,
P = E² − t1² − t2², Q = 2 t1 t2.

Outside the bands |P| > Q. Put z = e^(ik). The integral without the factor E is

(1/2πi) ∮ dz/[P z − Q(z² + 1)/2] = −(2/Q)(1/2πi) ∮ dz/[(z − q)(z − 1/q)],

where

q + 1/q = 2P/Q = (E² − t1² − t2²)/(t1 t2), |q| < 1.

The pole at q lies inside the unit circle and gives −(2/Q)/(q − 1/q). Since q has the sign of P and |q| < 1, q − 1/q = −sgn(P)(2/Q)√(P² − Q²). The integral equals sgn(P)/√(P² − Q²).

Define the band edges s = t1 + t2 and d = t1 − t2. The bands occupy d ≤ |E| ≤ s. Then P − Q = E² − s² and P + Q = E² − d², and

G0 = −E/√[(s² − E²)(d² − E²)] for |E| < d,
G0 = +E/√[(E² − s²)(E² − d²)] for |E| > s.

Take U > 0. Equation (1) requires G0 > 0, so a gap level has E < 0 and an outer level has E > 0. Squaring (1) gives, in both cases,

E⁴ − (s² + d² + U²)E² + s²d² = 0. (8)

As a polynomial in E², the left side is positive at 0, equals −U²d² at E² = d² and −U²s² at E² = s², and is positive for large E². One root lies in the gap and one beyond the outer edge, for every U > 0.

The product of the roots E² is s²d², so E_gap E_out = −sd. Their sum is s² + d² + U². Hence

(E_out + E_gap)² = U² + (s − d)²,
(E_out − E_gap)² = U² + (s + d)².

Both brackets on the left are positive, because E_out > s > d > |E_gap|. With s − d = 2t2 and s + d = 2t1,

E_gap = ½[√(U² + 4t2²) − √(U² + 4t1²)],
E_out = ½[√(U² + 4t2²) + √(U² + 4t1²)]. (9)

The weights follow from Z = dE/dU:

Z_gap = (U/2)[1/√(U² + 4t2²) − 1/√(U² + 4t1²)],
Z_out = (U/2)[1/√(U² + 4t2²) + 1/√(U² + 4t1²)]. (10)

For U < 0, reversing the sign of all B amplitudes maps H0 to −H0. The two levels change sign and keep their weights.

**7. Numbers for the chain**

Choose t1 = 2.5 eV, t2 = 1.5 eV and U = 3 eV. Then d = 1 eV and s = 4 eV, and the square roots in (9) are √18 = 4.2426 and √34 = 5.8310, in eV:

E_gap = ½(4.2426 − 5.8310) = −0.794 eV,
E_out = ½(4.2426 + 5.8310) = 5.037 eV.

The weights are

Z_gap = 1.5(1/4.2426 − 1/5.8310) = 0.0963,
Z_out = 1.5(1/4.2426 + 1/5.8310) = 0.6108.

The general formula gives the same gap weight. With G0′ = −1.1537 eV⁻² at the level, Z = 1/(9 × 1.1537) = 0.0963. Diagonalization of a long ring, a finite difference of the level with respect to U, and a contour integral of (6) test this value; they appear in the numerical output below.

The level lies about 0.21 eV above the lower band, yet less than a tenth of its density is on the site that produced it. To find the rest, repeat the contour integral with an extra factor z^|j|. This gives ψ(A_j) = q^|j| ψ₀. The eigenvalue equation on the two B neighbours of the impurity then gives

ψ(B_0) = −(t1 + t2 q)ψ₀/E,
ψ(B_−1) = −(t2 + t1 q)ψ₀/E. (11)

Here q = −0.7316. The neighbour across the strong bond carries weight 0.3004, about three times the impurity weight, and the neighbour across the weak bond carries 0.0165. Each further cell multiplies the weights by q² = 0.5352. The total norm is a geometric sum:

A sites: 0.0963(1 + 0.5352)/(1 − 0.5352) = 0.318,
B sites on the strong-bond side: 0.3004/(1 − 0.5352) = 0.646,
B sites on the weak-bond side: 0.01652/(1 − 0.5352) = 0.036.

These add to one within rounding. Nearly two thirds of the state is on one sublattice on one side of the impurity.

**8. Where the remaining impurity weight goes**

Completeness of the eigenstates of H requires all weights on site 0 to add to one. Inside a band, G0(E + i0) = Re G0 − iπρ. Taking the imaginary part of (6) gives

Im G = Im[G0(1 − U G0*)]/|1 − U G0|² = Im G0/|1 − U G0|²,

because U|G0|² is real. The continuum density on the impurity is therefore

ρ_imp = ρ/[(1 − U Re G0)² + (πUρ)²]. (12)

For the chain, G0² = E²/[(E² − s²)(E² − d²)] continues analytically into the bands, where it is negative. Thus Re G0 = 0 there, and

ρ_imp = (1/π)|E|S/(S² + U²E²), S = √[(s² − E²)(E² − d²)].

Quadrature over both bands gives 0.2929, and the sum rule is

0.0963 + 0.6108 + 0.2929 = 1.0000.

Equation (10) gives this continuum weight in closed form. The two bound weights add to U/√(U² + 4t2²), leaving

1 − U/√(U² + 4t2²) = 1 − 3/√18 = 0.2929.

**9. Weak and strong perturbations of the chain**

For small U, (10) gives

Z_gap ≈ (U/4)(1/t2 − 1/t1) = U d/(s² − d²),

where s² − d² = 4t1t2 was used. Integrating dE/dU = Z from the band edge gives E_gap ≈ −d + U²d/[2(s² − d²)]. At U = 0.5 eV these estimates are Z ≈ 0.033 and E ≈ −0.9917 eV, against 0.0324 and −0.9918 eV from diagonalization. The weight vanishes with U because the state spreads over many cells.

For large U, expanding (9) and (10) in 1/U gives

E_gap ≈ −(t1² − t2²)/U = −sd/U, Z_gap ≈ sd/U²,

in agreement with (7), since E* = 0 and G0′(0) = −1/(sd). At U = 300 eV, a value chosen to display the limit, the level is at −0.0133 eV and Z = 4.44 × 10⁻⁵.

The impurity weight vanishes at both ends and so has a maximum between them. Setting dZ_gap/dU = 0 in (10), with a = 2t2 and b = 2t1, gives

a²/(U² + a²)^(3/2) = b²/(U² + b²)^(3/2).

Raising both sides to the power 2/3 and solving for U² gives

U² = (ab)^(4/3)/(a^(2/3) + b^(2/3)).

For a = 3 eV and b = 5 eV this is U = 2.72 eV, where Z = 0.0969. In this model, no choice of U puts more than about a tenth of the gap state on the impurity for these hoppings.

In the strong limit q → −t2/t1. The bracket t1 + t2q in (11) tends to (t1² − t2²)/t1 = sd/t1. With Z ≈ sd/U² and E² ≈ s²d²/U², the strong-bond neighbour has weight

(sd/t1)² Z/E² → sd/t1² = 1 − (t2/t1)² = 0.64.

Across the weak bond, t2 + t1q vanishes as E², because q depends smoothly on E² near zero. After division by E the amplitude still goes to zero. The limiting state is a dangling-bond state: it is centred on the atom that has lost its strong bond. At U = 300 eV the computed neighbour weight is 0.6399.

**10. A host in which weak impurities do not bind**

The chain binds for every nonzero U because G0 diverges at its band edges. A simple cubic lattice with hopping −t behaves differently. Its band is ε_k = −2t(cos k_x + cos k_y + cos k_z), with lower edge −6t. Take an attractive site, U = −|U|, and a level at E = −6t − w with w > 0. Equation (1) becomes 1/|U| = |G0(E)|.

Near the edge ε_k + 6t ≈ tk². The integral for |G0| at w = 0 has the integrand k²/(tk²) at small k and converges. Binding below the band therefore requires

|U| > U_c = 1/|G0(−6t)| = 3.957t,

where |G0(−6t)| = 0.2527/t was computed from both a Bessel-function integral and a momentum sum.

The behaviour just above threshold comes from small k. To leading order in w,

|G0(−6t)| − |G0(−6t − w)| ≈ (w/2π²) ∫ k² dk/[tk²(tk² + w)] = √w/(4πt^(3/2)),

with k from 0 to ∞. The left side is 1/U_c − 1/|U|, so √w is proportional to |U| − U_c to leading order at threshold. Differentiation gives |G0′| ≈ 1/(8πt^(3/2)√w), and (2) gives

Z ≈ 8πt^(3/2)√w/U² ≈ 32π²(t/U_c)³(|U| − U_c)/U_c.

The prefactor is 5.10. At |U| = 1.01U_c the estimate is 0.051 and the full formula gives 0.0488; at 1.02U_c they are 0.102 and 0.0936. The weight starts from zero because a barely bound state extends far into the host.

At |U| = 6t the level is 1.104t below the band and Z = 0.773. At |U| = 3t, below threshold, a finite lattice still has a lowest state slightly below −6t, but its shift drops from 0.00578t to 0.00080t when the number of sites grows from 12³ to 24³. The factor of 7.2 is close to the volume ratio of 8, as expected for an extended state.

**11. Use for deep levels, and limits**

The label 0 may denote an orbital instead of an atom. For a transition-metal impurity, H0 can include a d orbital with a reference energy and its hopping to the host, and U then shifts that energy. If symmetry allows a single impurity orbital in a given row of a representation, and U is diagonal, (1) applies to that row. Z is then the d weight of the gap state.

If U acts on several coupled orbitals, or the bonds to the neighbours change, the perturbation V is a matrix. Projecting the eigenvalue equation on the perturbed orbitals replaces (1) by det[1 − G0(E)V] = 0, and the scalar formula (2) no longer applies. Nonorthogonal orbitals also require the overlap matrix in the resolvent.

The derivation treats U as given. Lattice relaxation, a long-range Coulomb tail, and the dependence of U on the occupation of the level are absent. If U depends on occupation, dE_b/dU = Z still holds at fixed H0, but U must be found self-consistently. Electron interaction within a d shell can produce multiplets, which a single-particle level does not describe.

Computed results

```
Chain: t1 = 2.5 eV, t2 = 1.5 eV, U = 3.0 eV
inner band edge d = 1.000 eV, outer edge s = 4.000 eV
gap level E = -0.79416 eV
gap level by diagonalization = -0.79416 eV
G0 at gap level = 0.33333 1/eV
dG0/dE at gap level = -1.15374 1/eV^2
gap-state residue Z = 0.09631
gap-state weight by diagonalization = 0.09631
dE/dU by finite difference = 0.09631
residue by contour integral = 0.09631
outer level E = 5.03680 eV, residue = 0.61080
continuum weight on impurity site = 0.29289
sum of the three weights = 1.00000
amplitude ratio per cell q = -0.73158
amplitude on impurity site = 0.31033
amplitude on strong-bond neighbour = 0.54810
amplitude on weak-bond neighbour = -0.12854
weight on strong-bond neighbour = 0.30042
weight on weak-bond neighbour = 0.01652
Scan: U (eV), gap level (eV), Z, strong-neighbour weight
    0.5   -0.99178   0.03245   0.03962
    1.0   -0.96837   0.06006   0.08936
    3.0   -0.79416   0.09631   0.30042
    6.0   -0.55102   0.06310   0.48141
   12.0   -0.31534   0.02353   0.58832
largest gap-state Z = 0.09691 at U = 2.719 eV
U = 300 eV: level = -0.01333 eV
U = 300 eV: Z = 4.443e-05
U = 300 eV: strong-neighbour weight = 0.63991
limit 1-(t2/t1)^2 = 0.64000
Cubic band: |G0(edge)| = 0.25273 1/t
same from momentum sum = 0.25273 1/t
threshold U_c = 3.9568 t
|U| = 6 t: depth below band = 1.10392 t
|U| = 6 t: residue = 0.77301
|U| = 3 t: shift, 12^3 sites = 0.005777 t
|U| = 3 t: shift, 24^3 sites = 0.000802 t
residue at 1.01 U_c = 0.04880
residue at 1.02 U_c = 0.09360
```
